# Activationless variable-range hopping in a strong electric field

**Q.** At low temperature an electron on a localized state has no phonons to absorb. Why should a disordered insulator carry any current at all?

**A.** Because a field can pay for the hop. Take localized states at random positions, with random energies $\varepsilon$ measured from the Fermi level without the field, and a constant density of states $g$ per volume and energy. Let $F>0$ be the field magnitude and let $x$ point along the electric force on the electron. The total energy of a site is

$$E=\varepsilon-eFx .$$

At $T=0$ an electron can emit a phonon but not absorb one, so a hop from $i$ to $j$ needs $E_j<E_i$ and an empty site $j$. A site with $\varepsilon_j>\varepsilon_i$ is allowed if it lies far enough along $x$.

The price is distance. If the wave functions decay as $e^{-r/a}$, the transition rate contains the square of an overlap and is of order $e^{-2r/a}$. I keep this exponential and leave out the slower dependence of the rate on distance and phonon energy. The result will therefore be a leading exponent, not a complete current.

**Q.** How far must an electron go to find an allowed site?

**A.** Put it at the origin with $\varepsilon=0$, and take states above the local Fermi level to be empty. At displacement $x>0$ the empty sites of lower total energy have $0<\varepsilon'<eFx$, an energy window of width $eFx$. Their number within distance $r$ is an integral over the forward half ball:

$$N(r)=g\,eF\int_{x>0}x\,d^3r'
=g\,eF\,(2\pi)\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta\int_0^r r'^3dr' .$$

The angular integral is $1/2$ and the radial one is $r^4/4$, so

$$N(r)=\frac{\pi}{4}\,g\,eF\,r^4 .$$

Three powers of $r$ come from the volume and the fourth from the energy window, which widens with distance. Setting $N=1$ gives $r\propto F^{-1/4}$, and the exponent $-2r/a$ then varies as $-F^{-1/4}$.

**Q.** That finds one hop. A current needs an endless chain, and the next site may be a dead end. Why should $N=1$ be the right condition?

**A.** It need not be. It gives the power of $F$, but the coefficient requires the whole chain. Allow only hops shorter than some $r$, and ask whether motion can continue.

At fixed position, passing from $\varepsilon$ to $E$ is a shift, so the sites also have uniform density $g$ in the variables $(\mathbf r,E)$. An electron's path descends steadily in $E$. Read $-E$ as a time: as it advances, new sites appear at rate $g$ per unit volume. A new site joins the cluster reachable from a given start if a member that appeared earlier lies within $r$. This is a growth process, whose front advances along $x$ at some speed $v$ per unit energy lost.

The field has dropped out of the growth rule, leaving $g$ and $r$. The natural length is $r$ and the natural energy is $1/(gr^3)$. Their ratio has the dimensions of $v$, hence

$$v=c\,g\,r^4,$$

where $c$ is a pure number.

**Q.** What does a front speed have to do with a steady current?

**A.** An electron that follows the front and loses energy $D$ advances by $vD$. Since $\varepsilon=E+eFx$, its site energy changes by

$$\Delta\varepsilon=-D+eF\,vD=(eFv-1)D .$$

Suppose $eFv<1$. Even the fastest long paths sink in $\varepsilon$, towards states that are already filled. A hole follows such a path backwards and rises in $\varepsilon$, towards states that are already empty. Electrons and holes cannot keep moving, and the system freezes.

Suppose instead that $eFv>1$. In a frozen state, each site reachable from a filled site must itself be filled, or a hop would still be possible. But the reachable cluster now climbs to ever higher $\varepsilon$ and contains a finite fraction of the sites behind its front. Filling them would require unlimited charge, which neutrality forbids. Motion therefore persists.

**Q.** Persistent hopping could be electrons shuffling about without a net current.

**A.** Not at $T=0$. Each hop releases an energy

$$D=-\Delta\varepsilon+eF\Delta x>0 .$$

Sum this over all hops per unit time and volume. In a steady state the mean total of $\varepsilon$ does not change, so the first term sums to zero. The second sums to $jF$, with $j$ the current density. Thus $jF$ equals the power released, which is positive whenever hops continue.

I tested the two regimes on a ring of 1500 sites, with the states below $\varepsilon=0$ filled at the start. All allowed hops shorter than a cutoff had equal priority. With the cutoff at 0.80 of the threshold length, motion stopped. At 1.25 times that length, 138 moves still occurred in the last of 400 sweeps, and the net drift was along the force. This tests freezing and persistence, not the size of the current.

**Q.** Then what is the current exponent?

**A.** The threshold is $eFv=1$, or

$$c\,g\,eF\,r_c^4=1,\qquad r_c=(c\,g\,eF)^{-1/4}.$$

Hops shorter than $r_c$ cannot sustain a current by themselves, so the current must pass through hops of at least about this length. Hops slightly longer than $r_c$ suffice. I now use the usual percolation assumption: the density of active paths near threshold changes the prefactor but not the leading exponent. Then

$$\ln j\simeq-\frac{2r_c}{a}
=-\frac{2}{a}\,(c\,g\,eF)^{-1/4}
=-\left(\frac{16}{c\,e\,g\,a^4F}\right)^{1/4},$$

where $j$ is measured in units of its prefactor and the 16 is $2^4$. Therefore

$$j\sim\exp\!\left[-\left(\frac{F_0}{F}\right)^{1/4}\right],\qquad
F_0=\frac{16}{c\,e\,g\,a^4}.$$

**Q.** You have moved the difficulty into $c$. Can it be bounded without a simulation?

**A.** Yes, from both sides. Use units in which $g=r=1$.

For a lower bound, let the electron take the first site that appears in its forward half ball. Such sites appear at rate $2\pi/3$, the volume of the half ball, and the mean advance is $3/8$. The speed is $(2\pi/3)(3/8)=\pi/4$. The best path is at least as fast, so $c\ge\pi/4$. With $c=\pi/4$ the threshold is the earlier condition $N=1$. The simple count thus describes an electron that takes the first forward site it is offered, and it gives an upper bound on $F_0$.

For an upper bound, give each path ending at $x$ the weight $e^{\theta x}$, with $\theta>0$, and let $S(t)$ be the mean sum of these weights at time $t$. A path can be extended to any new site in the unit ball around its end, so $dS/dt=\Phi S$, where

$$\Phi(\theta)=\int_{-1}^{1}\pi(1-x^2)e^{\theta x}dx .$$

Here $\pi(1-x^2)$ is the area of a slice of the ball. Integrate by parts; the boundary term vanishes because $1-x^2=0$ at both ends:

$$\Phi=\frac{2\pi}{\theta}\int_{-1}^{1}x e^{\theta x}dx
=\frac{2\pi}{\theta}\left(\frac{2\cosh\theta}{\theta}-\frac{2\sinh\theta}{\theta^2}\right)
=\frac{4\pi(\theta\cosh\theta-\sinh\theta)}{\theta^3}.$$

A path that ends beyond $x=ut$ has weight at least $e^{\theta ut}$. Starting from $S(0)=1$, the mean number of such paths is at most $e^{(\Phi-\theta u)t}$. This vanishes at long times if $u>\Phi/\theta$, so $c\le\Phi/\theta$ for every $\theta>0$. The smallest value, at $\theta\approx2.40$, gives

$$0.785\le c\le2.981,\qquad 5.37\le F_0\,e g a^4\le20.37 .$$

**Q.** And where does $c$ lie between them?

**A.** Simulated growth in periodic strips gives $1.318\pm0.024$, $1.571\pm0.016$ and $1.576\pm0.035$ for widths of 5, 10 and 20 maximum hop lengths. The errors are statistical, estimated within each run. They understate the scatter: longer runs with other random sequences give about 1.37 and 1.51 for widths 5 and 10, shifts of about 0.06. The speed probably still rises with width beyond 10, and the close agreement of the last two values is partly chance. The cutoff at which closed downhill loops first appear on rings 8 and 14 units wide gives 1.58 and 1.61. A fairer uncertainty is about 6%. The last change, 0.3%, is smaller than the statistical errors, so it does not establish convergence to that precision. The program also prints an estimated remaining exponent shift of $-0.00$%, but this extrapolates from the same noise and should be given no weight. I use $c\approx1.58$, which gives

$$F_0\approx\frac{10}{e\,g\,a^4}.$$

An uncertainty of 6% in $c$ becomes about 1.5% in the exponent, because $c$ enters through its fourth root.

**Q.** The fourth power came from scaling. Does it survive in a network whose energy band is not rescaled with the field?

**A.** I tested that on separate random networks with $e=g=1$ and the same energy band at every field. The quantity sought was the shortest cutoff that joins filled sites at one end to empty sites at the other. For $F=1,3,9$ the mean of two samples was 0.905, 0.676 and 0.513, against predictions of 0.893, 0.678 and 0.515. The fitted power of $F$ was $-0.258$, close to $-1/4$. The largest difference in length was about 1.3% of the prediction.

**Q.** No experiment is at $T=0$. When is the temperature low enough?

**A.** Compare two ways of reaching a state that is higher by $\Delta$. Absorbing phonons adds $\Delta/kT$ to the exponent. Going farther along the force by $\Delta/(eF)$ adds $2\Delta/(eFa)$. The costs are equal at $kT=eFa/2$, so the activationless regime requires

$$\tau=\frac{2kT}{eFa}\ll1 .$$

The simple count also estimates the correction. Allow a total exponent $2r_c/a$, so that a hop of length $r$ may absorb at most

$$\Delta_{\max}=\frac{2kT}{a}(r_c-r).$$

With lengths in units of $r_c$ and energies in units of $eFr_c$, this is $\tau(1-r)$. The energy window $x$ becomes $\max[0,x+\tau(1-r)]$. To first order in $\tau$, the forward half ball gains

$$\tau\,2\pi\int_0^1(1-r)r^2dr=2\pi\tau\left(\frac13-\frac14\right)=\frac{\pi\tau}{6}.$$

Relative to $\pi/4$ this is $2\tau/3$. At fixed $N$ the length varies as the inverse fourth root of the count, so the exponent falls by a fraction $\tau/6$.

**Q.** Does the same count recover the ordinary hopping law when the field is weak?

**A.** It does. For $\tau\gg1$ the term $x$ is negligible and the integral covers the whole ball:

$$\tau\,4\pi\left(\frac13-\frac14\right)=\frac{\pi\tau}{3}.$$

Restoring units and setting the number of accessible states to one,

$$1=g\,eF\,r_c^4\,\frac{\pi}{3}\,\frac{2kT}{eFa}
=\frac{2\pi gkT}{3a}\,r_c^4 .$$

The field cancels. With exponent $\xi=2r_c/a$, so that $r_c=\xi a/2$, this becomes

$$\xi^4=\frac{24}{\pi gkTa^3}.$$

This is Mott's $T^{-1/4}$ law, with the coefficient of the simple count. In both limits the energy window is proportional to a length: the displacement along the force in one, the unused reach $r_c-r$ in the other. The two limiting counts are equal at $kT=3eFa/8$, so in this estimate the field acts like a temperature of order $eFa/k$. The factor $3/8$ belongs to the simple count only. Percolation calculations give about 20 in place of $24/\pi\approx7.6$, and with the simulated $c$ the two exponents then meet near $kT\approx2eFa$.

**Q.** Put numbers to it. Is there a material where this could matter?

**A.** Consider defect states in unhydrogenated amorphous silicon. As rough inputs take $g=10^{19}\ \mathrm{eV^{-1}cm^{-3}}$, which is $0.01\ \mathrm{eV^{-1}nm^{-3}}$, and $a=1$ nm. Then

$$F_0=\frac{10.15}{0.01\times1^4}\ \mathrm{V/nm}\approx1.0\times10^4\ \mathrm{MV/cm}.$$

This is a scale in the exponent, not a field to be applied. At $F=0.10$ MV/cm,

$$\left(\frac{10152}{0.10}\right)^{1/4}\approx17.9,\qquad
r_c=\frac{17.9\times1\ \mathrm{nm}}{2}\approx8.9\ \mathrm{nm}.$$

| $F$ (MV/cm) | $r_c$ (nm) | Exponent | $eFr_c$ (eV) |
|---|---|---|---|
| 0.05 | 10.6 | 21.2 | 0.053 |
| 0.10 | 8.9 | 17.9 | 0.089 |
| 0.20 | 7.5 | 15.0 | 0.150 |

With the prefactor held fixed, and with Coulomb interactions, temperature and the barrier tilt treated below left out, the first doubling of the field multiplies the current by about 29 and the second by about 17. The hop shortens as the field rises, yet the energy $eFr_c$ grows, as $F^{3/4}$.

At 4.2 K and 0.10 MV/cm, $\tau=0.072$, and the thermal count lowers the exponent by 1.2%. The comparison temperature $eFa/(2k)$ is 58 K. At 0.05 MV/cm it is 29 K and the correction is 2.4%.

**Q.** A field of that size also tilts the tunnelling barrier. Have you ignored that?

**A.** So far, yes. For a barrier of height $W$ and a hop along the force, the tunnelling exponent becomes

$$\frac2a\int_0^{r_c}\sqrt{1-\frac{eFx}{W}}\,dx
\approx\frac{2r_c}{a}\left(1-\frac{eFr_c}{4W}\right),$$

from $\sqrt{1-s}\approx1-s/2$. With a rough $W=0.5$ eV and $r_c$ held fixed, the full integral lowers the exponent of such a hop by 2.7%, 4.6% and 7.9% at the three fields.

The hops of a chain point in many directions, so the current gains less. At angle $\theta$ to the force, the reach at a given exponent grows by a fraction of about $eFr_c\cos\theta/(4W)$. Put into the simple count, this lowers the exponent by a fraction $eFr_c/(6W)$ to first order. With the full integral the count gives 1.8%, 3.1% and 5.4%. At 0.20 MV/cm this is $0.054\times15.0\approx0.8$, a factor of about 2.2 in current. At 0.05 MV/cm the thermal correction at 4.2 K is the larger of the two; at the higher fields the tilt is. The tilt makes the current rise faster with field than the $F^{-1/4}$ law predicts.

If the electron tunnels all the way to the band, the integral ends at $x=W/(eF)$ and gives $4W/(3eFa)$. That is 67 at 0.10 MV/cm and 33 at 0.20 MV/cm, well above the hopping exponents, so direct escape is negligible here. Its exponent falls as $1/F$ when the field rises, faster than the $F^{-1/4}$ of hopping, so the gap closes. With the tilt included in both, and the simple count scaled to the simulated $c$, the two exponents become equal near 0.75 MV/cm for these inputs, where $eFr_c$ is about $0.8W$. The hopping model ends there at the latest.

**Q.** How close is this to a real film?

**A.** The inputs set a rough scale, not a prediction for a specimen. The chosen $a$ and $W$ imply a tunnelling mass of 0.076 electron masses, which is low beside the roughly 0.2 to 1 of the conduction band in crystalline silicon. The decay length is therefore probably on the long side. At fixed $g$ the exponent varies as $1/a$, so $a=0.5$ nm would double it, to about 36 at 0.10 MV/cm.

A real film also breaks the assumption of constant $g$. The exponent varies as $g^{-1/4}$, so a uniform doubling of $g$ lowers it by 16%. Electron repulsion can open a gap in $g$ near the Fermi level. With relative permittivity 12 its scale is about 0.004 eV, or 5% of $eFr_c$ at 0.10 MV/cm, so the gap itself is a small effect here. The attraction between an electron and the hole it leaves at distance $r_c$ is larger, about 0.013 eV or 15% of $eFr_c$, and the model neglects it. It cannot simply be added to the energy window. The simple count would then predict endless hopping even at zero field, where a system at $T=0$ must come to rest. Once the electrons have relaxed without a field, no single hop can lower the energy, so the hops that the attraction alone would allow are already used up. Its effect on a steady current needs a calculation with interacting electrons, and the exponents and current factors given here hold only for the model without it. If the gap were much wider than $eFr_c$, with $g\propto\varepsilon^2$, the energy window would contribute $(eFx)^3$. The count would then vary as $F^3r^6$ and the exponent as $F^{-1/2}$.

Finally, $eFr_c$ corresponds to 0.9, 1.5 and 2.5 phonons of a rough 0.06 eV at the three fields. Emission of several phonons can give the prefactor its own field dependence, which this model does not determine. The same energy is 11% to 30% of $W$, so a release of this size cannot lift another electron over the barrier. The numerical output lists the phonon numbers and the ratio $eFr_c/W$ field by field.

## Table of computed values

```
Lower bound on c (dimensionless): 0.7854
Upper bound on c (dimensionless): 2.9810
Theta at upper bound (dimensionless): 2.399
c, width 5 (dimensionless): 1.318 +/- 0.024
c, width 10 (dimensionless): 1.571 +/- 0.016
c, width 20 (dimensionless): 1.576 +/- 0.035
Shift of c, width 5 to 10: 19.21 %
Shift of c, width 10 to 20: 0.33 %
Shift of exponent, width 10 to 20: -0.08 %
Estimated remaining exponent shift: -0.00 %
F0*e*g*a^4 (dimensionless): 10.15
Bounds on F0*e*g*a^4: 5.37 to 20.37
Network power of r_c versus F: -0.2584
Network F=1, r_c found/predicted (model units): 0.905/0.893
Network F=3, r_c found/predicted (model units): 0.676/0.678
Network F=9, r_c found/predicted (model units): 0.513/0.515
Last-sweep moves at 0.80 r_c: 0
Last-sweep moves at 1.25 r_c: 138
Net drift, last 100 sweeps at 1.25 r_c: 7459.5 model units
Input g: 1.0e+19 1/(eV cm^3)
Input a: 1.00 nm
Input barrier W: 0.50 eV
Input relative permittivity: 12.0
Input temperature: 4.2 K
Input rough phonon energy: 0.060 eV
F0: 10152 MV/cm
Coulomb-gap scale: 0.0042 eV
Tunnel mass implied by a and W: 0.076 electron masses
F=0.05 MV/cm: r_c=10.61 nm, exponent=21.23
  e F r_c=0.0531 eV, eFa/(2k)=29.0 K
  2kT/(eFa)=0.1448, thermal exponent change=-2.43 %
  barrier-tilt exponent change=-2.70 %
  band-escape exponent=133.3
  Coulomb gap/(e F r_c)=0.078, phonons=0.88
  e F r_c/W=0.106
F=0.10 MV/cm: r_c=8.93 nm, exponent=17.85
  e F r_c=0.0893 eV, eFa/(2k)=58.0 K
  2kT/(eFa)=0.0724, thermal exponent change=-1.21 %
  barrier-tilt exponent change=-4.61 %
  band-escape exponent=66.7
  Coulomb gap/(e F r_c)=0.047, phonons=1.49
  e F r_c/W=0.179
F=0.20 MV/cm: r_c=7.51 nm, exponent=15.01
  e F r_c=0.1501 eV, eFa/(2k)=116.0 K
  2kT/(eFa)=0.0362, thermal exponent change=-0.60 %
  barrier-tilt exponent change=-7.93 %
  band-escape exponent=33.3
  Coulomb gap/(e F r_c)=0.028, phonons=2.50
  e F r_c/W=0.300
Current factor, 0.05 to 0.10 MV/cm: 29.3
Current factor, 0.10 to 0.20 MV/cm: 17.1
```
